# Feynman's variational energy bound for the Fröhlich polaron: verification in Python

```python
# Feynman's upper bound for the ground-state energy of the Froehlich polaron.
# Units: hbar = band mass = phonon frequency = 1.  alpha = coupling constant.
#   E(v,w) = 3 (v-w)^2/(4v) - alpha/sqrt(pi) * int_0^inf exp(-t) G(t)^(-1/2) dt
#   G(t)   = (w/v)^2 t + (v^2-w^2)/v^3 * (1-exp(-v t))
# G is the variance per Cartesian component of the electron displacement in
# imaginary time t; v >= w > 0 are the two parameters of the trial action.
# Under test: the ingredients of E(v,w), and its minimum, which behaves as
# -alpha - alpha^2/81 at weak and -alpha^2/(3 pi) at strong coupling.
import numpy as np
from scipy.integrate import quad
from scipy.linalg import expm, eigh_tridiagonal
from scipy.optimize import minimize, minimize_scalar
from scipy.constants import physical_constants

pi = np.pi

# Double-exponential quadrature for integrals over t from 0 to infinity
s_nodes = np.arange(-4.2, 4.2001, 0.02)
t_nodes = np.exp(s_nodes - np.exp(-s_nodes))
t_weights = 0.02 * t_nodes * (1 + np.exp(-s_nodes))


def variance(t, v, w):
    return (w / v)**2 * t - (v * v - w * w) / v**3 * np.expm1(-v * t)


def coulomb(v, w):
    """Coulomb contribution divided by alpha."""
    return np.sum(t_weights * np.exp(-t_nodes)
                  / np.sqrt(variance(t_nodes, v, w))) / np.sqrt(pi)


def bound(alpha, v, w):
    return 0.75 * (v - w)**2 / v - alpha * coulomb(v, w)


# Global grid, used to start every minimization in the lowest basin
grid = [(a, b) for a in np.linspace(-3, 9, 41) for b in np.linspace(-9, 10, 41)]


def unpack(p):
    v = np.exp(p[0])
    return v, v / (1 + np.exp(p[1]))


grid_vw = [unpack(p) for p in grid]
grid_kin = np.array([0.75 * (v - w)**2 / v for v, w in grid_vw])
grid_coul = np.array([coulomb(v, w) for v, w in grid_vw])


def best(alpha):
    start = grid[int(np.argmin(grid_kin - alpha * grid_coul))]
    res = minimize(lambda p: bound(alpha, *unpack(p)), start,
                   method="Nelder-Mead",
                   options=dict(xatol=1e-7, fatol=1e-15, maxiter=500))
    return (res.fun,) + unpack(res.x)


# --- Phonon elimination: driven oscillator, vacuum-to-vacuum amplitude
n_levels, n_steps, duration = 16, 400, 3.0
dt = duration / n_steps
times = (np.arange(n_steps) + 0.5) * dt
drive = 0.5 * np.exp(1j * (0.9 * times + 0.4 * times**2))
lower = np.diag(np.sqrt(np.arange(1, n_levels)), 1)
number = np.diag(np.arange(n_levels))
state = np.zeros(n_levels, complex)
state[0] = 1
for g in drive:
    state = expm(-dt * (number + g * lower + np.conj(g) * lower.T)) @ state
later = np.tril(np.ones((n_steps, n_steps)), -1) + 0.5 * np.eye(n_steps)
memory = later * np.exp(-np.abs(times[:, None] - times[None, :]))
amplitude = np.exp(dt**2 * (drive @ memory @ np.conj(drive)))
assert abs(state[0] - amplitude) < 2e-4 * abs(amplitude)

# --- Coupling sum over momenta against the averaged Coulomb law
for var in (0.3, 2.0):
    momentum_side = quad(lambda k: np.sqrt(2) / pi * np.exp(-k * k * var / 2),
                         0, np.inf)[0]
    position_side = quad(lambda r: 4 * pi * r / np.sqrt(2)
                         * np.exp(-r * r / (2 * var)) / (2 * pi * var)**1.5,
                         0, np.inf)[0]
    assert abs(momentum_side - position_side) < 1e-8
    assert abs(position_side - 1 / np.sqrt(pi * var)) < 1e-8

# --- Trial action diagonalized on a long discretized ring of imaginary time
v_t, w_t = 3.0, 1.5
spring = w_t * (v_t**2 - w_t**2) / 4
n_ring, dt = 400000, 0.01
length = n_ring * dt
index = np.arange(n_ring)
kernel = np.exp(-w_t * dt * np.minimum(index, n_ring - index))
kernel_ft = np.fft.fft(kernel).real
free = 4 * np.sin(pi * index / n_ring)**2 / dt
eig = free + 2 * spring * dt**2 * (kernel_ft[0] - kernel_ft)
ring_energy = 1.5 * np.sum(np.log(eig[1:] / free[1:])) / length
inverse = np.zeros(n_ring)
inverse[1:] = 1 / eig[1:]
corr = np.fft.ifft(inverse).real
ring_var = 2 * (corr[0] - corr)
ring_quadratic = 1.5 * spring * dt * np.sum(kernel * ring_var)
assert abs(ring_energy - 1.5 * (v_t - w_t)) < 2e-3      # finite ring length
assert abs(ring_quadratic - 0.75 * (v_t**2 - w_t**2) / v_t) < 2e-3
for t in (0.3, 1.0, 3.0):
    assert abs(ring_var[round(t / dt)] - variance(t, v_t, w_t)) < 2e-3

# --- Quadrature check with an adaptive rule
for v, w in ((3.0, 1.5), (40.0, 1.0)):
    adaptive = quad(lambda u: 2 * u * np.exp(-u * u)
                    / np.sqrt(variance(u * u, v, w)), 0, 9, limit=300)[0]
    assert abs(adaptive / np.sqrt(pi) - coulomb(v, w)) < 1e-7


# --- Weak coupling: averaged memory function H and its optimum
def H(v):
    s = np.sqrt(1 + v)
    return (s - 1) / (s + 1)


for v in (0.5, 3.0, 20.0):
    h = 1 + np.expm1(-v * t_nodes) / (v * t_nodes)
    average = np.sum(t_weights * np.exp(-t_nodes) / np.sqrt(t_nodes) * h)
    assert abs(average / np.sqrt(pi) - H(v)) < 1e-10
peak = minimize_scalar(lambda v: -H(v)**2 / (3 * v), bounds=(0.1, 50),
                       method="bounded", options=dict(xatol=1e-8))
assert abs(peak.x - 3) < 1e-3 and abs(-peak.fun - 1 / 81) < 1e-10

# --- Inequalities for the Coulomb contribution at random parameters
rng = np.random.default_rng(4)
for _ in range(300):
    v = np.exp(rng.uniform(-3, 7))
    w = v * rng.uniform(0.001, 0.999)
    a, q = coulomb(v, w), 1 - (w / v)**2
    assert 1 + q * H(v) / 2 <= a + 1e-10
    assert a <= 1 + (v / w - 1) * H(v) + 1e-10
    assert a <= min(1 + v / 4, 1 + np.sqrt(v / pi), v / w) + 1e-10

for alpha in (0.05, 0.2, 0.5, 0.75):
    e = best(alpha)[0]
    assert e <= -alpha - alpha**2 / 81 + 2 * alpha**3 / 2187 + 1e-12
    assert e >= -alpha - alpha**2 / 81 / (1 - 2 * alpha / 3)**2 - 1e-12
alpha_weak = 0.02
e_weak, v_weak, w_weak = best(alpha_weak)
coef_weak = (e_weak + alpha_weak) / alpha_weak**2
assert abs(coef_weak + 1 / 81) < 1e-4
assert abs(v_weak - 3) < 0.05 and abs(w_weak - 3) < 0.05


# --- Perturbation theory: true coefficient of alpha^2 by momentum quadrature
def fourth_order(n):
    x, wt = np.polynomial.legendre.leggauss(n)
    theta = pi / 4 * (x + 1)
    k = np.sqrt(2) * np.tan(theta)
    d = 1 + k * k / 2
    m = 2 / pi * d * wt * pi / 4
    b = np.outer(k, k)
    gap = 2 + (k[:, None] - k[None, :])**2 / 2
    two_phonon = np.log1p(2 * b / gap) / (2 * b)
    paths = 1 / d[:, None]**2 + 1 / np.outer(d, d)
    second = -np.sum(m / d)
    return second, (-np.sum(np.outer(m, m) * two_phonon * paths)
                    - second * np.sum(m / d**2))


second_coef, fourth_coef = fourth_order(240)
assert abs(second_coef + 1) < 1e-10
assert abs(fourth_coef - fourth_order(120)[1]) < 2e-5
assert fourth_coef < -1 / 81

# --- Strong coupling: limit, next term and optimal parameters
log_integral = quad(lambda u: 2 * u * (1 / np.sqrt(-np.expm1(-u * u)) - 1),
                    0, 7)[0]
assert abs(log_integral - 2 * np.log(2)) < 1e-7
constant = -3 * np.log(2) - 0.75
strong = {}
for alpha in (40.0, 100.0):
    e, v, w = best(alpha)
    strong[alpha] = (e, v, w, e + alpha**2 / (3 * pi))
    c = alpha**(-1 / 3)
    assert e >= -max(alpha**2 / (3 * pi * (1 - c)**2) + alpha, alpha / c)
assert abs(strong[100.0][3] - constant) < 0.03
assert abs(strong[100.0][3] - constant) < abs(strong[40.0][3] - constant) / 3
assert abs(strong[100.0][1] / (4 * 100**2 / (9 * pi)) - 1) < 0.01
assert abs(strong[100.0][2] - 1) < 0.02

# --- Product state of electron and classical phonon field, at alpha = 1
h_r = 0.02
r = h_r * np.arange(1, 1601)


def field(u):
    rho = u * u * h_r
    inner = np.cumsum(rho) - rho / 2
    shell = rho / r
    outer = np.cumsum(shell[::-1])[::-1] - shell / 2
    return inner / r + outer


def product_energy(u):
    edge = np.concatenate(([0.0], u, [0.0]))
    kinetic = 0.5 * np.sum(np.diff(edge)**2) / h_r
    return kinetic - np.sum(u * u * field(u)) * h_r / np.sqrt(2)


u = r * np.exp(-4 / (9 * pi) * r * r / 2)
u /= np.sqrt(np.sum(u * u) * h_r)
gaussian_coef = product_energy(u)
assert abs(gaussian_coef + 1 / (3 * pi)) < 2e-5
phi = field(u)
for _ in range(60):
    _, vec = eigh_tridiagonal(1 / h_r**2 - np.sqrt(2) * phi,
                              np.full(len(r) - 1, -0.5 / h_r**2),
                              select="i", select_range=(0, 0))
    u = vec[:, 0] / np.sqrt(h_r)
    change = np.max(np.abs(field(u) - phi))
    phi = 0.5 * phi + 0.5 * field(u)
assert change < 1e-6
product_coef = product_energy(u)
assert product_coef < gaussian_coef - 1e-3

# --- Worked example: model crystal with round parameters
eps_fast, eps_static, mass, phonon_ev = 4.0, 10.0, 1.0, 0.05
hartree_ev = physical_constants["Hartree energy in eV"][0]
phonon_hartree = phonon_ev / hartree_ev
alpha_ex = (1 / eps_fast - 1 / eps_static) * np.sqrt(mass / (2 * phonon_hartree))
e_ex, v_ex, w_ex = best(alpha_ex)
assert e_ex < -alpha_ex and e_ex < -alpha_ex**2 / (3 * pi)

print("Energies in units of the phonon energy unless a unit is given")
print(f"high-frequency dielectric constant: {eps_fast:.1f}")
print(f"static dielectric constant: {eps_static:.1f}")
print(f"band mass: {mass:.1f} electron masses")
print(f"phonon energy: {phonon_ev:.3f} eV = {phonon_hartree:.6f} hartree")
print(f"coupling alpha: {alpha_ex:.4f}")
print(f"optimal v: {v_ex:.4f} phonon frequencies")
print(f"optimal w: {w_ex:.4f} phonon frequencies")
print(f"fictitious mass M: {(v_ex / w_ex)**2 - 1:.4f} band masses")
print(f"oscillator term 3(v-w)^2/(4v): {0.75 * (v_ex - w_ex)**2 / v_ex:.5f}")
print(f"Coulomb term -A: {-alpha_ex * coulomb(v_ex, w_ex):.5f}")
print(f"energy bound: {e_ex:.5f} = {1000 * e_ex * phonon_ev:.2f} meV")
print(f"-alpha: {-alpha_ex:.5f}")
print(f"-alpha - alpha^2/81: {-alpha_ex - alpha_ex**2 / 81:.5f}")
print(f"-alpha^2/(3 pi): {-alpha_ex**2 / (3 * pi):.5f}")
print("Table: alpha, v, w, bound, weak formula, -alpha^2/(3 pi)")
for alpha in (1.0, 3.0, 5.0, 7.0, 9.0, 11.0):
    e, v, w = best(alpha)
    assert e < -alpha and e < -alpha**2 / (3 * pi)
    print(f"{alpha:5.1f} {v:8.3f} {w:7.3f} {e:10.4f} "
          f"{-alpha - alpha**2 / 81:10.4f} {-alpha**2 / (3 * pi):10.4f}")
print(f"weak test alpha: {alpha_weak:.2f}, v = {v_weak:.3f}, w = {w_weak:.3f}")
print(f"(bound + alpha)/alpha^2 there: {coef_weak:.6f}")
print(f"-1/81: {-1 / 81:.6f}")
print(f"perturbation coefficient of alpha^2: {fourth_coef:.4f}")
for alpha, (e, v, w, rest) in strong.items():
    print(f"strong test alpha = {alpha:.0f}: v = {v:.2f}, w = {w:.4f}, "
          f"bound = {e:.4f}")
    print(f"  4 alpha^2/(9 pi) = {4 * alpha**2 / (9 * pi):.2f}, "
          f"bound/alpha^2 = {e / alpha**2:.6f}")
    print(f"  bound + alpha^2/(3 pi) = {rest:.4f}")
print(f"-3 ln 2 - 3/4: {constant:.4f}")
print(f"-1/(3 pi): {-1 / (3 * pi):.6f}")
print(f"Gaussian product state, energy/alpha^2: {gaussian_coef:.5f}")
print(f"self-consistent product state, energy/alpha^2: {product_coef:.4f}")
print(f"time ring: trial energy {ring_energy:.4f}, "
      f"formula {1.5 * (v_t - w_t):.4f} (v = {v_t}, w = {w_t})")
print(f"time ring: quadratic action rate {ring_quadratic:.4f}, "
      f"formula {0.75 * (v_t**2 - w_t**2) / v_t:.4f}")
print("all assertions hold")
```

It prints:

```
Energies in units of the phonon energy unless a unit is given
high-frequency dielectric constant: 4.0
static dielectric constant: 10.0
band mass: 1.0 electron masses
phonon energy: 0.050 eV = 0.001837 hartree
coupling alpha: 2.4744
optimal v: 3.3226 phonon frequencies
optimal w: 2.6501 phonon frequencies
fictitious mass M: 0.5719 band masses
oscillator term 3(v-w)^2/(4v): 0.10208
Coulomb term -A: -2.66387
energy bound: -2.56180 = -128.09 meV
-alpha: -2.47438
-alpha - alpha^2/81: -2.54997
-alpha^2/(3 pi): -0.64962
Table: alpha, v, w, bound, weak formula, -alpha^2/(3 pi)
  1.0    3.110   2.871    -1.0130    -1.0123    -0.1061
  3.0    3.421   2.560    -3.1333    -3.1111    -0.9549
  5.0    4.034   2.140    -5.4401    -5.3086    -2.6526
  7.0    5.810   1.604    -8.1127    -7.6049    -5.1991
  9.0    9.850   1.282   -11.4858   -10.0000    -8.5944
 11.0   15.413   1.162   -15.7098   -12.4938   -12.8385
weak test alpha: 0.02, v = 3.002, w = 2.998
(bound + alpha)/alpha^2 there: -0.012358
-1/81: -0.012346
perturbation coefficient of alpha^2: -0.0159
strong test alpha = 40: v = 224.58, w = 1.0095, bound = -172.5978
  4 alpha^2/(9 pi) = 226.35, bound/alpha^2 = -0.107874
  bound + alpha^2/(3 pi) = -2.8325
strong test alpha = 100: v = 1412.94, w = 1.0015, bound = -1063.8629
  4 alpha^2/(9 pi) = 1414.71, bound/alpha^2 = -0.106386
  bound + alpha^2/(3 pi) = -2.8299
-3 ln 2 - 3/4: -2.8294
-1/(3 pi): -0.106103
Gaussian product state, energy/alpha^2: -0.10611
self-consistent product state, energy/alpha^2: -0.1085
time ring: trial energy 2.2494, formula 2.2500 (v = 3.0, w = 1.5)
time ring: quadratic action rate 1.6870, formula 1.6875
all assertions hold
```
